Finite Shift from the Singular Direct Element of the Bethe–Salpeter Equation

**Result**

On a uniform mesh of N_k points, the direct element of the Bethe–Salpeter equation that connects a transition with itself has no value: as the momentum transfer q tends to zero it grows as −1/q². Its average over one mesh cell is finite and equals −Δ up to terms of order 1/N_k, with

Δ = (κ/2π²ε) ∫_cell d³q/q² = (γκ/πε) (N_kΩ)^(−1/3). (1)

Here κ = e²/(4πε₀), ε is the static dielectric constant of the electrons (ions held fixed), Ω is the volume of the crystal cell, and γ is a pure number fixed by the shape of the mesh cell:

- sphere of equal volume: γ = (48π²)^(1/3) = 7.7956
- cube (simple-cubic crystal): γ = 7.6741
- truncated octahedron (fcc crystal): γ = 7.7629

Equation (1) is the correct average of the singular element. It is not the whole N_k^(−1/3) error of the mesh, because the neighbouring cells contribute at the same order. That remainder is worked out after the two derivations.

**Why the element diverges as q⁻²**

Consider a three-dimensional crystal with a gap, an isotropic ε, bands that are nondegenerate at k, static screening, and the Tamm–Dancoff approximation. With q = k − k', the direct term between the transitions vck and v'c'k' is

K = −(1/N_kΩ) Σ_GG' M_cc'(G) W_GG'(q) M*_vv'(G'), M_nn'(G) = ⟨u_nk|e^(iG·r)|u_n'k'⟩.

The minus sign expresses electron–hole attraction. The screened interaction is

W_GG' = w_G δ_GG' + w_G χ_GG' w_G', w_G = 4πκ/|q+G|²,

where χ is the static density response. In a gapped crystal the matrix element of e^(−iq·r) between the ground state and an excited state is linear in q, because the two states are orthogonal. This fixes three cases.

- Head, G = G' = 0: χ₀₀ ∝ q², so w₀χ₀₀ tends to a constant and W₀₀ → 4πκ/(εq²), which defines ε.
- Wings, one of G and G' zero: χ ∝ q, so W varies as 1/q and is odd in q at leading order.
- Body, both nonzero: W stays bounded.

The overlaps at G = 0 follow from first-order perturbation theory in the Bloch Hamiltonian H_k. For n ≠ n',

⟨u_nk|u_n',k−q⟩ = −q·⟨u_nk|∂H_k/∂k|u_n'k⟩/(E_n'k − E_nk) + O(q²).

With phases chosen to vary smoothly with k, the overlap for n = n' tends to 1. Its linear term is imaginary, since the states are normalized, and it depends on the choice of phases. The element diagonal in both bands is therefore

K → −4πκ/(ε q² N_kΩ), (2)

with corrections of order 1/q that are odd in q. If one band index changes, the leading term is also odd and of order 1/q. If both change, the term is bounded.

A mesh cell centred on its point is symmetric under q → −q, so the odd terms average to zero over it. The bounded terms keep the prefactor 1/(N_kΩ) and contribute at order 1/N_k. What remains at lower order is the average of (2).

**The average to be computed**

The sum over k' stands for an integral:

(1/N_kΩ) Σ_k' → ∫ d³k'/(2π)³.

Each mesh point thus represents a volume v = (2π)³/(N_kΩ). For the point k' = k, the undefined value is replaced by the integral over its cell. The exciton amplitude A(k') is taken as A(k) there; its linear variation is odd in q and drops out against 1/q². Hence

Δ = ∫_cell [d³q/(2π)³] 4πκ/(εq²) = (κ/2π²ε) I, I = ∫_cell d³q/q². (3)

The factor 1/(N_kΩ) has not been lost: it is v/(2π)³, and it has become the volume of integration. Two routes to I follow.

**First derivation: integration along rays**

Let R(n) be the distance from the mesh point to the cell boundary in the direction of the unit vector n. Suppose that each ray from the mesh point crosses the boundary once. In spherical coordinates the volume element is q² dq dn, where dn is the element of solid angle, so the factor q² cancels the singularity:

I = ∫dn ∫₀^R(n) dq = ∫ R(n) dn. (4)

This is finite. The volume of the same cell is

v = ∫dn ∫₀^R(n) q² dq = (1/3) ∫ R(n)³ dn. (5)

Enlarging the cell by a factor λ multiplies R by λ, I by λ and v by λ³. Therefore I = γ v^(1/3), where γ is the value of I for the cell scaled to unit volume. Since v^(1/3) = 2π(N_kΩ)^(−1/3), equation (3) gives

Δ = (κ/2π²ε) · γ · 2π (N_kΩ)^(−1/3) = (γκ/πε)(N_kΩ)^(−1/3),

which is (1).

*Sphere.* Equal volume requires 4πq₀³/3 = (2π)³/(N_kΩ), so q₀ = (6π²/N_kΩ)^(1/3). With R = q₀, equation (4) gives I = 4πq₀ and

Δ_sphere = 2κq₀/(πε).

At unit volume the radius is (3/4π)^(1/3), so γ = 4π(3/4π)^(1/3) = (48π²)^(1/3).

*Cube.* Take unit volume. Each of the six faces lies at distance h = 1/2. Measure the polar angle θ from the face normal, so that R = h/cos θ. Split the face into eight equal right triangles meeting at its centre, with azimuth φ from 0 to π/4. Within one triangle the edge of the face is reached at an in-plane distance (1/2)/cos φ, so the largest polar angle obeys tan θ_m = 1/cos φ. The polar integral is

∫₀^θ_m (h/cos θ) sin θ dθ = −h ln cos θ_m = (h/2) ln(1 + tan²θ_m).

With h/2 = 1/4 and 6·8 = 48 triangles,

γ_cube = 12 ∫₀^(π/4) ln(1 + 1/cos²φ) dφ = 7.6741.

*The sphere as an upper bound.* Hölder's inequality applied to (4), followed by (5), gives

∫R dn ≤ (∫R³ dn)^(1/3) (∫dn)^(2/3) = (3v)^(1/3)(4π)^(2/3) = (48π²v)^(1/3).

Equality requires constant R. Among cells of equal volume that satisfy the ray condition, the sphere gives the largest shift. Spheres do not tile space, so the spherical value is an approximation to the average over a cell of the mesh, from above.

**Second derivation: flux through the boundary**

The integrand is a divergence:

∇·(q/q²) = 3/q² + q·∇(1/q²) = 3/q² − 2/q² = 1/q².

The vector field q/q² is singular at the origin, so first remove a ball of radius δ. On the surface of that ball the normal pointing out of the remaining region is −q/q. The flux there is −(1/δ)·4πδ² = −4πδ, and it vanishes as δ → 0. The volume integral is the limit of the integral over the remaining region, so

I = ∮ (n·q/q²) dS, (6)

where n is now the outward normal of the cell boundary. The singular volume integral has become an integral over a surface on which nothing is singular. If all lengths are multiplied by λ, the field scales as 1/λ and the area as λ². Thus I scales as λ, which again gives I = γv^(1/3) and equation (1).

For the sphere, n·q/q² = 1/q₀ on an area 4πq₀², so I = 4πq₀ as before.

For a cell with plane faces, n·q equals the distance h_f of face f from the mesh point, and

I = Σ_f h_f ∫_f dS/q².

Take a right triangle in a face at distance h. One corner is the foot of the perpendicular from the mesh point, the adjacent leg has length d, and the angle at the foot is φ₀. With in-plane radius ρ, so that q² = h² + ρ², its contribution is

T(h,d,φ₀) = h ∫₀^φ₀ dφ ∫₀^(d/cos φ) ρ dρ/(h²+ρ²) = (h/2) ∫₀^φ₀ ln[1 + d²/(h²cos²φ)] dφ. (7)

The unit cube consists of 48 such triangles with h = d = 1/2 and φ₀ = π/4. This reproduces the integral found from the rays.

*Fcc crystal.* Its reciprocal lattice is bcc. A mesh with equal divisions along the three primitive vectors is a reduced copy of that lattice. The region closer to one mesh point than to any other, the Wigner–Seitz cell, is a truncated octahedron. Let its edge be s. It is an octahedron of edge 3s with its corners cut off. The hexagons lie in the octahedron faces, at distance 3s/√6 = √(3/2) s. The octahedron corners lie at 3s/√2, and the removed pyramids have height s/√2, so the squares lie at √2 s. Summing h_f × area/3 over the faces gives the volume:

6·√2 s·s²/3 + 8·√(3/2) s·(3√3/2)s²/3 = 2√2 s³ + 6√2 s³ = 8√2 s³.

Each square splits into 8 triangles with d = s/2 and φ₀ = π/4, and each hexagon into 12 with d = √3 s/2 and φ₀ = π/6. With s = (8√2)^(−1/3) for unit volume,

γ = 48 T(√2 s, s/2, π/4) + 96 T(√(3/2) s, √3 s/2, π/6) = 7.7629.

*The primitive parallelepiped.* The same fcc mesh can also be tiled by parallelepipeds. Take edge vectors b₁, b₂, b₃ of equal length along (−1,1,1), (1,−1,1) and (1,1,−1); another choice of primitive vectors can give a cell of another shape (b₁, b₂, b₁+b₃, for example, gives γ = 7.350). A face centred at b_i/2 has h_f|b_j×b_k| = v/2, and there are two such faces for each i, so

I = v Σ_i ∫∫ du dw / |b_i/2 + u b_j + w b_k|², u and w from −1/2 to 1/2.

This gives γ = 7.4183. The average therefore depends on which tiling is meant. The sphere exceeds the truncated octahedron by 0.42 %, the cube by 1.58 % and this parallelepiped by 5.09 %.

**What each derivation assumes**

Both start from (3). They share the assumptions of three dimensions, a gapped crystal, and an amplitude that varies little over one cell. If free carriers change the head to 4πκ/[ε(q²+p²)], with p a screening wave number, the element is finite at q = 0. Along each ray the integral becomes R − p arctan(R/p), so for cells large compared with p the value of I drops by about 2π²p. Equation (1) is then approached only linearly in p: for a cubic cell of side b the screened average is 97 % of it at p = 0.01 b and 77 % at p = 0.1 b. It fails once the cells are comparable with p or smaller.

The ray derivation also assumes that each ray meets the boundary once. In return it shows directly why the integral converges, and it supplies the upper bound. The flux derivation needs a boundary smooth enough for the divergence theorem, but no condition on rays, and it suits polyhedra.

Where both apply, they agree element by element. A surface element subtends the solid angle dn = (h/q) dS/q², and since R = q on the boundary, R dn = h dS/q².

Isotropy of ε is not essential to either route. For a head f(q) that is even and satisfies f(λq) = λ⁻²f(q), the rays give ∫R(n)f(n)dn. The flux route works as well, because ∇·(q f) = 3f − 2f = f. The values of γ and the logarithm in (7), however, belong to the isotropic case.

**What the shift does to the exciton**

By the overlap argument, the averaged singular term is diagonal in the band indices and has the same value at every k. To this order it is −Δ times the identity. If H₀ is the Hamiltonian with the singular element set to zero, then

H₀A = E₀A implies (H₀ − Δ)A = (E₀ − Δ)A.

All eigenvalues move down by Δ and the eigenvectors do not change. If the exciton fits well inside the volume N_kΩ, setting the element to zero therefore underbinds it by an amount that decays as slowly as N_k^(−1/3): halving this error takes eight times as many k points. The shift corrects only such compact states. A state spread over the whole volume N_kΩ, such as an unbound pair or an exciton larger than that volume, is not underbound by this amount, and the shift moves it too far down, by up to about Δ.

**The part of the error that remains**

In every other cell the mesh replaces the integral of 1/q² by v times the central value. For a cube of side b, the leading error of this midpoint rule is (vb²/24)∇²(1/q²) = vb²/(12q⁴), which is positive. Summed from the nearest cells outward, it is of order b² ∫_b^∞ 4πq² dq/q⁴ ~ b, the same order as I itself.

The complete constant, at unit cell volume, is the difference between the integral of 1/x² and its lattice sum without the origin. Both diverge at large x, so the difference is defined through 1/x² = ∫₀^∞ e^(−sx²) ds:

ζ = ∫₀^∞ ds [∫d³x e^(−sx²) − Σ' e^(−sx²)],

where the prime omits x = 0. Split the s integral at α. The part above α gives

∫d³x e^(−αx²)/x² − Σ' e^(−αx²)/x² = 2π^(3/2)/√α − Σ' e^(−αx²)/x².

Below α, use the Poisson sum over the vectors L of the dual lattice, defined so that L·x is a multiple of 2π for every lattice point x:

1 + Σ' e^(−sx²) = Σ_L (π/s)^(3/2) e^(−L²/4s).

Its L = 0 term is the Gaussian integral, so the bracket equals 1 minus terms that are exponentially small for small s. This part contributes α, and

ζ = 2π^(3/2)/√α − Σ' e^(−αx²)/x² + α, (8)

up to exponentially small terms for small α. The values are 8.9136 for the simple-cubic mesh and 9.0738 for the fcc crystal.

Dividing space into cells shows that ζ − γ is the sum of the midpoint errors of all cells other than the central one. For the cube, ζ − γ = 1.2395, while explicit summation over cells, extrapolated to an infinite region with a tail proportional to the inverse width of the summed block, gives 1.239. The 26 nearest cells contribute 0.6816, which is 55 % of that sum. The average over the central cubic cell thus accounts for 86 % of the complete constant. A different tiling changes γ and the other errors by opposite amounts and leaves ζ unchanged.

Replacing γ by ζ in (1) removes the N_k^(−1/3) term, provided that A(k) is smooth on the scale of the mesh. Equivalently, the exciton must fit well inside the volume N_kΩ. Power counting gives the next order. A singular term of degree m in q produces an error of order b^(3+m). The terms with m = −1 are odd and cancel, so m = 0 leaves b³, that is, 1/N_k.

**Worked example**

Take a simple-cubic two-band model with a = 5 Å, reduced mass μ = 0.5 electron masses, ε = 6, unit overlaps and no exchange. The pair energy above the gap is

2t Σ_i (1 − cos k_i a), t = ħ²/(2μa²) = 0.3048 eV,

and the interaction is W(q) = 4πκa²/[ε Σ_i(2 − 2cos q_i a)], which tends to 4πκ/(εq²) at small q.

For a 16×16×16 mesh, (N_kΩ)^(1/3) = 16 × 5 Å = 80 Å. With κ = 14.39965 eV Å,

κ/(πε · 80 Å) = 14.39965/(3.14159 × 6 × 80) eV = 0.009549 eV.

Multiplication by the constants gives

- sphere: 7.7956 × 0.009549 eV = 0.0744 eV
- cube: 7.6741 × 0.009549 eV = 0.0733 eV
- full constant ζ: 8.9136 × 0.009549 eV = 0.0851 eV

The sphere formula agrees: q₀ = 0.04872 Å⁻¹ and 2κq₀/(πε) = 0.0744 eV.

With the singular element set to zero, the lowest exciton lies at −0.2297 eV relative to the gap. The infinite-mesh value, from a separate real-space calculation, is −0.3144 eV. The mesh energy is thus too high by 0.0847 eV. Subtracting the shifts leaves errors, relative to the infinite-mesh value, of

- sphere: 0.0102 eV
- cube: 0.0114 eV
- full constant: −0.0005 eV

The sphere does slightly better here than the exact cell, although it is the less accurate cell average. Both constants lie below ζ, and the sphere's excess makes up a small part of what the other cells contribute.

On the 32×32×32 mesh the shifts are half as large, and the cube leaves 0.00586 eV. The prediction from ζ − γ is 0.00592 eV. Between n = 20 and n = 32 points per direction, the error falls as n^(−0.97) with the cubic average and as n^(−3.0) with the full constant. This agrees with N_k^(−1/3) and 1/N_k. The example is a favourable one: the hydrogenic radius εa₀/μ, with a₀ the Bohr radius and μ in electron masses, is 6.35 Å, so the 80 Å length (N_kΩ)^(1/3) holds about 13 radii. With μ = 0.1 and ε = 10 in the same model the radius is 53 Å and the hydrogenic level lies at −0.014 eV. The 16×16×16 mesh then gives −0.0015 eV with the element set to zero, −0.0455 eV with the cubic average and −0.0526 eV with the full constant. Both shifts overshoot until (N_kΩ)^(1/3) is several radii long. The numerical check tests these orders, the cell constants and the small-q behaviour of the overlaps.

Computed values

```
kappa = 14.39965 eV angstrom
log slope, band-diagonal element: -2.0000
log slope, odd interband overlap: 1.0024
gamma sphere = 7.79555
gamma cube, faces = 7.67412
gamma cube, volume average = 7.67375
gamma cube, radial integral = 7.67412
gamma truncated octahedron, faces = 7.76290
gamma truncated octahedron, volume = 7.76283
gamma fcc parallelepiped, faces = 7.41832
gamma fcc parallelepiped, volume = 7.41792
sphere exceeds cube by 1.58 %
sphere exceeds truncated octahedron by 0.42 %
sphere exceeds fcc parallelepiped by 5.09 %
zeta simple cubic = 8.91363
zeta fcc crystal = 9.07381
gamma/zeta, cube = 0.8609
gamma/zeta, truncated octahedron = 0.8555
zeta - gamma, cube = 1.23951
midpoint errors, all other cells = 1.23923
midpoint errors, 26 nearest cells = 0.68155
model: a = 5.0 angstrom, mass = 0.5 m_e, eps = 6.0
hbar^2/(2 mu a^2) = 0.30480 eV
exciton energy from gap, infinite mesh = -0.31436 eV
n = 16, N_k = 4096: shifts in eV: sphere 0.07444, cube 0.07328, full 0.08512
  exciton energy, singular element zero = -0.22971 eV
  errors in eV: zero 0.08465, sphere 0.01021, cube 0.01137, full -0.000464
n = 20, N_k = 8000: shifts in eV: sphere 0.05955, cube 0.05862, full 0.06809
  exciton energy, singular element zero = -0.24650 eV
  errors in eV: zero 0.06786, sphere 0.00831, cube 0.00923, full -0.000236
n = 24, N_k = 13824: shifts in eV: sphere 0.04963, cube 0.04885, full 0.05674
  exciton energy, singular element zero = -0.25775 eV
  errors in eV: zero 0.05661, sphere 0.00698, cube 0.00775, full -0.000136
n = 32, N_k = 32768: shifts in eV: sphere 0.03722, cube 0.03664, full 0.04256
  exciton energy, singular element zero = -0.27186 eV
  errors in eV: zero 0.04250, sphere 0.00528, cube 0.00586, full -0.000058
sphere radius q0 at n = 16: 0.04872 1/angstrom
predicted cube error at n = 32: 0.00592 eV
error order in 1/n: zero 0.995, cube 0.967, full 3.005
```
